**Hall voltage against misalignment offset in a low-mobility film**

The result under test is $V_H/V_{\rm off}=\mu_HBw/|\delta|$, where $\mu_H$ is the Hall mobility, $B$ the magnetic field, $w$ the film width and $\delta$ the displacement of one Hall contact along the current. The program integrates the motion of a Drude electron with charging edges and asserts that the transverse field settles at $\mu B$ times the longitudinal one. It also solves the conduction problem of a finite bar by finite elements for both field directions, and asserts that the half-difference and half-sum of the contact voltage give the Hall and offset parts, at $\mu_HB=5\times10^{-5}$ and at 0.2. The Hall part is compared with a sine series for the effect of the end contacts, and the resistance between finite metal pads with a conformal-map formula. For 1 cm²/Vs, 0.5 T and a displacement of one percent of the width, the output shows a ratio of 0.5000 percent from the formula and 0.4985 percent for a bar four times as long as wide. In the worked film this means a Hall voltage of 62.42 µV beside an offset of 12.48 mV. With a rough activation energy of 0.05 eV, a temperature change of 1.55 K between the two field directions gives a false signal as large as the Hall signal.

## Numerical check

```python
"""
Result under test: in a uniform film with Hall contacts displaced along the current,
    |Hall voltage| / |offset voltage| = mobility * B * width / displacement.
mobility     : Hall mobility, |Hall coefficient| / resistivity
B            : magnetic field normal to the film
width        : distance between the two edges that carry the Hall contacts
displacement : shift of one Hall contact relative to the other, along the current
hall_tangent : mobility * B, the ratio of transverse to longitudinal field
The conduction problem is solved by finite elements in units width = 1,
sheet resistance = 1; electrons carry the current.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.sparse import csr_matrix, diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk

# ---------------- inputs, SI units ----------------
mobility = 1e-4
B = 0.5
width = 1e-3
length_ratio = 4
shift_ratio = 0.01
thickness = 50e-9
density = 1e23
current = 1e-7
temperature = 300.0
mass_ratio = 0.34             # rough effective mass
activation_eV = 0.05          # rough activation energy of the resistance
seebeck = 0.5e-3              # rough thermopower, V/K
pad_ratio = 0.1               # length of a metal Hall pad / width
glass_thickness = 0.5e-3
glass_conductivity = 1.0      # rough, W/(m K)
atomic_spacing = 0.3e-9       # rough

q, kB = const.e, const.k
hall_tangent = mobility * B
ratio = hall_tangent / shift_ratio

# ---------------- electron motion with edge charging, atomic units ----------------
pc = const.physical_constants
mobility_unit = pc["atomic unit of velocity"][0] / pc["atomic unit of electric field"][0]
mobility_au = mobility / mobility_unit
B_au = B / pc["atomic unit of mag. flux density"][0]
tau_au = mobility_au * mass_ratio


def motion(t, state):
    vx, vy, Ey = state
    Ex = 1.0
    return [-(Ex + vy * B_au) / mass_ratio - vx / tau_au,
            -(Ey - vx * B_au) / mass_ratio - vy / tau_au,
            0.05 * vy]        # transverse current charges the edges


run = solve_ivp(motion, (0, 800), [0, 0, 0], method="DOP853", rtol=1e-10, atol=1e-14)
transient_tangent = -run.y[2, -1]
assert abs(transient_tangent / hall_tangent - 1) < 1e-5
assert abs(run.y[0, -1] / mobility_au + 1) < 1e-6


# ---------------- finite-element conduction problem ----------------
def line_matrices(cells, h):
    """Mass, stiffness and derivative matrices of linear elements on a line."""
    inner = np.ones(cells + 1)
    inner[[0, -1]] = 0.5
    side = np.ones(cells)
    mass = diags([side * h / 6, inner * 2 * h / 3, side * h / 6], [-1, 0, 1])
    stiff = diags([-side / h, inner * 2 / h, -side / h], [-1, 0, 1])
    middle = np.zeros(cells + 1)
    middle[0], middle[-1] = -0.5, 0.5
    # entry (i, j): integral of (derivative of shape i) * (shape j)
    deriv = diags([side / 2, middle, -side / 2], [-1, 0, 1])
    return mass, stiff, deriv


def solve_bar(tangent, cells, pad=0.0):
    """Potential per unit current, and resistance between the two Hall pads."""
    h = 1.0 / cells
    nx = length_ratio * cells
    Mx, Sx, Dx = line_matrices(nx, h)
    My, Sy, Dy = line_matrices(cells, h)
    sigma = np.linalg.inv(np.array([[1.0, tangent], [-tangent, 1.0]]))
    K = (sigma[0, 0] * kron(Sx, My) + sigma[1, 1] * kron(Mx, Sy)
         + sigma[0, 1] * kron(Dx, Dy.T) + sigma[1, 0] * kron(Dx.T, Dy)).tocsr()
    ids = np.arange((nx + 1) * (cells + 1)).reshape(nx + 1, cells + 1)
    x = np.arange(nx + 1) * h
    under_pad = np.where(abs(x - length_ratio / 2) <= pad / 2 + 1e-9)[0]
    label = ids.copy()
    for edge in (0, -1):      # all nodes under one metal pad share one potential
        label[under_pad, edge] = ids[under_pad[0], edge]
    names, dof = np.unique(label.ravel(), return_inverse=True)
    dof = dof.ravel()
    P = csr_matrix((np.ones(dof.size), (np.arange(dof.size), dof)))
    A = (P.T @ K @ P).tocsr()
    source, drain = dof[ids[0]], dof[ids[-1]]
    free = np.setdiff1d(np.arange(names.size), np.concatenate([source, drain]))
    u = np.zeros(names.size)
    u[source] = 1.0
    A_free = A[free][:, free].tocsc()
    u[free] = spsolve(A_free, -(A @ u)[free])
    phi = P @ u
    total_current = (K @ phi)[ids[0]].sum()
    pad_resistance = None
    if pad > 0:
        load = np.zeros(names.size)
        top, bottom = dof[ids[under_pad[0], -1]], dof[ids[under_pad[0], 0]]
        load[top], load[bottom] = 1.0, -1.0
        answer = np.zeros(names.size)
        answer[free] = spsolve(A_free, load[free])
        pad_resistance = answer[top] - answer[bottom]
    return x, phi.reshape(ids.shape) / total_current, pad_resistance


def contact_voltage(tangent, shift, cells, pad=0.0):
    x, phi, pad_resistance = solve_bar(tangent, cells, pad)
    centre = length_ratio / 2
    upper = np.interp(centre + shift, x, phi[:, -1])
    lower = np.interp(centre, x, phi[:, 0])
    return upper - lower, pad_resistance


def split_by_reversal(tangent):
    plus = contact_voltage(tangent, shift_ratio, 40)[0]
    minus = contact_voltage(-tangent, shift_ratio, 40)[0]
    return (plus - minus) / 2, (plus + minus) / 2


n = np.arange(1, 40001, 2)
signs = np.where(n % 4 == 1, 1.0, -1.0)
end_factor = (8 * length_ratio / np.pi**2
              * np.sum(signs * np.tanh(n * np.pi / (2 * length_ratio)) / n**2))

hall_fem, offset_fem = split_by_reversal(hall_tangent)
ratio_fem = abs(hall_fem / offset_fem)
assert hall_fem > 0 and offset_fem < 0
assert abs(ratio_fem / ratio - 1) < 0.005          # finite length costs a few per mille
assert abs(hall_fem / hall_tangent - end_factor) < 2e-4
assert abs(offset_fem / shift_ratio + 1) < 1e-5

large_tangent = 0.2
hall_large, offset_large = split_by_reversal(large_tangent)
assert abs(hall_large / (large_tangent * end_factor) - 1) < 2e-3
assert abs(offset_large / shift_ratio + 1) < 2e-3

# metal pads of finite length, aligned, on two meshes
pad_loss = []
for cells in (40, 80):
    plus, pad_resistance = contact_voltage(hall_tangent, 0.0, cells, pad_ratio)
    pad_loss.append(1 - plus / (hall_tangent * end_factor))
modulus = np.exp(-np.pi * pad_ratio)
pad_resistance_map = 2 * ellipk(modulus**2) / ellipk(1 - modulus**2)
assert abs(pad_resistance / pad_resistance_map - 1) < 0.05   # singular field at pad ends
assert 0 < pad_loss[1] < 0.2
assert abs(pad_loss[0] / pad_loss[1] - 1) < 0.25             # same singularity, coarse mesh

# ---------------- worked example ----------------
conductivity = density * q * mobility
sheet_resistance = 1 / (conductivity * thickness)
field = current * sheet_resistance / width
hall_voltage = hall_tangent * field * width
offset_voltage = field * shift_ratio * width
# thickness, density and mobility must drop out of the Hall voltage except as I B/(n e t)
assert abs(hall_voltage / (current * B / (density * q * thickness)) - 1) < 1e-12

# temperature change between field polarities that imitates the Hall signal
drift_rate = activation_eV * q / (kB * temperature**2)
false_dT = 2 * hall_voltage / (offset_voltage * drift_rate)


def resistance_factor(T):
    return np.exp(activation_eV * q / (kB * T))


change = 1 - resistance_factor(temperature + false_dT) / resistance_factor(temperature)
assert abs(change * offset_voltage / (2 * hall_voltage) - 1) < 0.03   # linearised law

noise = np.sqrt(4 * kB * temperature * pad_resistance * sheet_resistance)
heat_flux = current**2 * sheet_resistance / width**2
self_heating = heat_flux * glass_thickness / glass_conductivity
mass = mass_ratio * const.m_e
tau = mobility * mass / q
free_path = tau * np.sqrt(8 * kB * temperature / (np.pi * mass))
band_density = 2 * (mass * kB * temperature / (2 * np.pi * const.hbar**2))**1.5
assert free_path < atomic_spacing       # the Drude picture is not justified here
assert density < 0.1 * band_density     # non-degenerate electrons

print(f"Hall mobility                          {mobility*1e4:.2f} cm2/Vs")
print(f"magnetic field                         {B:.2f} T")
print(f"Hall mobility, atomic units            {mobility_au:.3f} a.u.")
print(f"magnetic field, atomic units           {B_au:.4e} a.u.")
print(f"mobility times field                   {hall_tangent:.3e} (no unit)")
print(f"same, from electron transient          {transient_tangent:.3e} (no unit)")
print(f"film width                             {width*1e3:.2f} mm")
print(f"film length                            {length_ratio*width*1e3:.2f} mm")
print(f"film thickness                         {thickness*1e9:.1f} nm")
print(f"contact displacement                   {shift_ratio*width*1e6:.2f} um")
print(f"displacement / width                   {shift_ratio*100:.2f} percent")
print(f"electron density                       {density*1e-6:.2e} cm^-3")
print(f"current                                {current*1e6:.2f} uA")
print(f"temperature                            {temperature:.1f} K")
print(f"conductivity                           {conductivity/100:.4f} S/cm")
print(f"sheet resistance                       {sheet_resistance/1e6:.2f} Mohm per square")
print(f"longitudinal field                     {field/100:.2f} V/cm")
print(f"Hall voltage                           {hall_voltage*1e6:.2f} uV")
print(f"offset voltage                         {offset_voltage*1e3:.2f} mV")
print(f"Hall / offset, formula                 {ratio*100:.4f} percent")
print(f"Hall / offset, finite elements         {ratio_fem*100:.4f} percent")
print(f"displacement for equal voltages        {hall_tangent*width*1e9:.2f} nm")
print(f"field for equal voltages               {shift_ratio/mobility:.1f} T")
print(f"end-contact factor, series             {end_factor:.5f} (no unit)")
print(f"end-contact factor, finite elements    {hall_fem/hall_tangent:.5f} (no unit)")
print(f"large test value of mobility*field     {large_tangent:.2f} (no unit)")
print(f"odd part / (mobility*field), large     {hall_large/large_tangent:.5f} (no unit)")
print(f"even part / displacement, large        {offset_large/shift_ratio:.5f} (no unit)")
print(f"metal pad length / width               {pad_ratio:.2f} (no unit)")
print(f"Hall loss from pads, coarse mesh       {pad_loss[0]*100:.1f} percent")
print(f"Hall loss from pads, fine mesh         {pad_loss[1]*100:.1f} percent")
print(f"pad-to-pad resistance, elements        {pad_resistance:.3f} squares")
print(f"pad-to-pad resistance, conformal map   {pad_resistance_map:.3f} squares")
print(f"magnetoresistance scale (mobility*B)^2 {hall_tangent**2:.2e} (no unit)")
print(f"that scale * offset / Hall voltage     {hall_tangent**2/ratio:.2e} (no unit)")
print(f"activation energy, rough input         {activation_eV:.3f} eV")
print(f"offset drift                           {drift_rate*100:.3f} percent per K")
print(f"drift between polarities = Hall signal {false_dT:.2f} K")
print(f"thermopower, rough input               {seebeck*1e3:.2f} mV/K")
print(f"contact temp. difference = Hall volt.  {hall_voltage/seebeck:.3f} K")
print(f"thermal noise in 1 Hz bandwidth        {noise*1e6:.3f} uV")
print(f"glass thickness, input                 {glass_thickness*1e3:.2f} mm")
print(f"glass heat conductivity, rough input   {glass_conductivity:.2f} W/(m K)")
print(f"self-heating through glass             {self_heating:.1e} K")
print(f"effective mass, rough input            {mass_ratio:.2f} electron masses")
print(f"Drude scattering time                  {tau*1e15:.3f} fs")
print(f"Drude mean free path                   {free_path*1e9:.3f} nm")
print(f"atomic spacing, rough input            {atomic_spacing*1e9:.2f} nm")
print(f"density / band density of states       {density/band_density:.4f} (no unit)")
print("finished without a failed check")
```

Running it gives:

```
Hall mobility                          1.00 cm2/Vs
magnetic field                         0.50 T
Hall mobility, atomic units            23.505 a.u.
magnetic field, atomic units           2.1272e-06 a.u.
mobility times field                   5.000e-05 (no unit)
same, from electron transient          5.000e-05 (no unit)
film width                             1.00 mm
film length                            4.00 mm
film thickness                         50.0 nm
contact displacement                   10.00 um
displacement / width                   1.00 percent
electron density                       1.00e+17 cm^-3
current                                0.10 uA
temperature                            300.0 K
conductivity                           0.0160 S/cm
sheet resistance                       12.48 Mohm per square
longitudinal field                     12.48 V/cm
Hall voltage                           62.42 uV
offset voltage                         12.48 mV
Hall / offset, formula                 0.5000 percent
Hall / offset, finite elements         0.4985 percent
displacement for equal voltages        50.00 nm
field for equal voltages               100.0 T
end-contact factor, series             0.99697 (no unit)
end-contact factor, finite elements    0.99698 (no unit)
large test value of mobility*field     0.20 (no unit)
odd part / (mobility*field), large     0.99702 (no unit)
even part / displacement, large        -1.00000 (no unit)
metal pad length / width               0.10 (no unit)
Hall loss from pads, coarse mesh       6.9 percent
Hall loss from pads, fine mesh         6.6 percent
pad-to-pad resistance, elements        2.030 squares
pad-to-pad resistance, conformal map   2.062 squares
magnetoresistance scale (mobility*B)^2 2.50e-09 (no unit)
that scale * offset / Hall voltage     5.00e-07 (no unit)
activation energy, rough input         0.050 eV
offset drift                           0.645 percent per K
drift between polarities = Hall signal 1.55 K
thermopower, rough input               0.50 mV/K
contact temp. difference = Hall volt.  0.125 K
thermal noise in 1 Hz bandwidth        0.648 uV
glass thickness, input                 0.50 mm
glass heat conductivity, rough input   1.00 W/(m K)
self-heating through glass             6.2e-05 K
effective mass, rough input            0.34 electron masses
Drude scattering time                  0.193 fs
Drude mean free path                   0.036 nm
atomic spacing, rough input            0.30 nm
density / band density of states       0.0201 (no unit)
finished without a failed check
```
